The Kato–Temple bound for the PAW eigenvalue problem and residual tolerances

An iterative solver is applied to the lowest state of a small model with a PAW-type overlap matrix. Between steps 2 and 4 the size η of the residual, measured in a way defined below, falls from 5.90×10⁻³ to 7.76×10⁻⁵ hartree, a factor of 76. Over the same two steps the error of the eigenvalue falls from 9.91×10⁻⁶ to 1.22×10⁻⁹ hartree, a factor of about 8100. This is near 76² ≈ 5800, but not equal to it. Both the square and the departure from it need an explanation: the first leads to a rule for stopping a calculation, the second is tied to how cautious that rule is.

**The problem and the statement**

Hartree atomic units are used. In a fixed finite basis and at fixed potential, the PAW equations are

H̃ u_k = e_k S u_k,  u_j† S u_k = δ_jk.

H̃ is Hermitian, and S is Hermitian and positive definite. The eigenvalues are numbered upwards. A trial vector ψ is normalized by ψ†Sψ = 1 and has

ρ = ψ†H̃ψ,  R = (H̃ − ρS)ψ,  η² = R†S⁻¹R.

Here ρ is the Rayleigh quotient and R the residual. Let b be the next distinct eigenvalue above e₁. The result to be derived is

0 ≤ ρ − e₁ ≤ η²/(b − ρ), if ρ < b.  (1)

The gap in the denominator runs from ρ, not from e₁, to the next eigenvalue.

**First derivation: a polynomial that is nowhere negative on the spectrum**

The eigenvectors form a complete S-orthonormal set, so ψ = Σ c_k u_k. With w_k = |c_k|², normalization and the Rayleigh quotient become

Σ w_k = 1,  ρ = Σ w_k e_k.

Since H̃u_k = e_k S u_k, the residual is

R = S Σ c_k (e_k − ρ) u_k.

Applying S⁻¹ removes the leading S, and S-orthonormality then gives

η² = Σ w_k (e_k − ρ)².  (2)

Thus η² is the variance of the eigenvalues in the state ψ. The inverse overlap is what makes this true.

For any real numbers α and β, write e_k − α = (e_k − ρ) + (ρ − α), and likewise for β. Multiplying out and averaging with the weights w_k gives

Σ w_k (e_k − α)(e_k − β) = η² + (ρ − α)(ρ − β).  (3)

The cross terms have vanished because Σ w_k (e_k − ρ) = 0. Now take α = e₁ and β = b. No eigenvalue lies strictly between these two, so no term on the left is negative. Hence

η² + (ρ − e₁)(ρ − b) ≥ 0,

(ρ − e₁)(b − ρ) ≤ η².

Division by the positive number b − ρ gives the upper bound in (1). The lower bound holds because ρ is an average of numbers none of which is below e₁.

The argument did not need the state to be the lowest. Let e_i have the distinct neighbours a below and b above, with a < ρ < b. The choice α = e_i, β = b gives an upper bound as before. The choice α = a, β = e_i gives (ρ − a)(e_i − ρ) ≤ η². Together,

−η²/(ρ − a) ≤ ρ − e_i ≤ η²/(b − ρ).  (4)

For an excited state ρ may lie on either side of e_i. The bound was tested on 898 trial vectors built around the six lowest states; for the lowest of these, which has no neighbour below, the left side of (4) is zero. In 232 of the vectors ρ lay below e_i.

**Second derivation: two vectors and the Cauchy–Schwarz inequality**

Split ψ into its part along the lowest eigenspace and the rest:

ψ = c u + s v,  c² + s² = 1,  u†Sv = 0.

Both u and v are S-normalized, and their phases are chosen so that c and s are not negative. If e₁ is degenerate, u is the normalized projection of ψ on its eigenspace, and v is S-orthogonal to that whole space. If s = 0, then ψ is an eigenvector and there is nothing to prove.

Let μ = v†H̃v. The cross term in ρ vanishes because u†H̃v = e₁ u†Sv = 0, so that

ρ = c²e₁ + s²μ.

Subtracting e₁ from this, and this from μ, gives

ρ − e₁ = s²(μ − e₁),  μ − ρ = c²(μ − e₁).

The product of the two is

(ρ − e₁)(μ − ρ) = s²c²(μ − e₁)².  (5)

The right side can be found in the residual. Take the vector y = −s u + c v. It has y†Sy = s² + c² = 1 and y†Sψ = −sc + cs = 0. The term with ρS therefore drops out of y†R:

y†R = y†H̃ψ = −sc e₁ + cs μ = sc(μ − e₁).

On the other hand, y†R = (S^½y)†(S^−½R). The first factor has norm 1 and the second has norm η, so the Cauchy–Schwarz inequality gives |y†R| ≤ η. Equation (5) then becomes

(ρ − e₁)(μ − ρ) ≤ η².  (6)

By the variational principle in the S-orthogonal complement of the lowest eigenspace, μ ≥ b. Since ρ − e₁ ≥ 0, replacing μ by b in (6) can only lower the left side, and (1) follows.

This route also bounds the error of the vector. From μ − ρ = c²(μ − e₁) and sc(μ − e₁) ≤ η,

(s/c)(μ − ρ) = sc(μ − e₁) ≤ η.

Here c is not zero, since c = 0 would give ρ = μ ≥ b. With s = sin θ and c = cos θ,

tan θ ≤ η/(b − ρ).  (7)

The eigenvalue error is bounded by the square of the residual, the error of the vector by its first power.

**What each derivation assumes**

The first derivation uses the complete eigenvector expansion, and from the spectrum it needs an interval free of eigenvalues. It makes no use of a minimum principle, and so it holds for any state in the spectrum.

The second uses one eigenvector and one inequality, that v†H̃v ≥ b for S-normalized v in the complement. The other eigenvectors need not be known or even mentioned. The price is that it covers the lowest state, or the highest after a change of sign, but not one in between. For an interior state, v may contain states from both sides of e_i, and μ can then lie anywhere between them. Inequality (6) remains true with e_i in place of e₁, but μ can no longer be replaced by b.

Both need S to be positive definite, since otherwise η² is not a squared norm. Both reach equality for a mixture of u₁ and u₂ alone: the sum in (3) is then zero, and in the second derivation S⁻¹R is parallel to y while μ = b.

**Why the gap must start from ρ**

Let g = e₂ − e₁, and let ψ = c u₁ + s u₂. Then

ρ − e₁ = g s²,  η² = g²s²c²,  e₂ − ρ = g c².

The quotient η²/(e₂ − ρ) = g s² is the error itself, whereas η²/g = g s²c² is too small by the factor c². In the model g = 1.6221 hartree. For s² = 0.20 the error is 0.20 × 1.6221 = 0.3244 hartree, while η²/g is 0.2595 hartree. A bound with the exact gap is therefore false.

It can be repaired. Let g now be the distance from e_i to the nearest other eigenvalue. If |ρ − e_i| ≤ g/2, every other eigenvalue is at least g/2 away from ρ, and (4) gives

|ρ − e_i| ≤ 2η²/g.  (8)

For the lowest state, with ρ − e₁ ≤ g/2 as (8) requires and with η much smaller than g, the factor 2 is not needed to leading order. A small η alone is not enough, since a vector close to u₂ also has a small residual. Inserting (8) into b − ρ = g − (ρ − e₁) gives

ρ − e₁ ≤ (η²/g)/(1 − 2η²/g²),

which tends to η²/g.

**A gap that can be certified**

The exact e₂ is not known during a calculation. The second Ritz value ρ₂ of a block solver does not replace it, because it lies at or above e₂ and would make the gap too large. A lower bound on e₂ comes from counting. For a trial shift b, write

H̃ − bS = S^½ (S^−½H̃S^−½ − b) S^½.

The matrix in brackets has the eigenvalues e_k − b. The number of negative eigenvalues of a Hermitian matrix M is the largest dimension of a subspace on which x†Mx < 0 for all nonzero x. The invertible map x → S^½x carries such subspaces into one another without changing their dimension. Hence H̃ − bS has as many negative eigenvalues as there are e_k below b. If the count is one, then e₂ ≥ b, and (1) holds with this b provided ρ < b.

In the example the shift is b = ρ₂ − η₂, lowered by a further 10⁻⁶ hartree, where η₂ is the residual size of the second Ritz vector. This choice is a guess; the count is what certifies it. The count is not cheap: it needs a symmetric factorization of the full matrix H̃ − bS, whose cost for a dense matrix grows as the cube of the basis size, like that of a diagonalization. In a large plane-wave basis one usually has only the uncertified guess for b, and (1) then gives an estimate rather than a guarantee.

**The overlap matrix and the plain residual norm**

In PAW form S = 1 + PqP†, where the columns of P are the projectors and q is a small Hermitian matrix. With B = P†P the inverse is

S⁻¹ = 1 − Pq(1 + Bq)⁻¹P†.

To check it, multiply by S from the left. The terms beyond 1 are

Pq[1 − (1 + Bq)⁻¹ − Bq(1 + Bq)⁻¹]P† = Pq[1 − (1 + Bq)(1 + Bq)⁻¹]P† = 0.

Beyond the plain norm ‖R‖, η therefore needs only the projections P†R and products with small matrices; no large matrix has to be inverted. Vectors orthogonal to all projectors have S-eigenvalue 1. In the span of the projectors SPx = P(1 + qB)x, so the remaining eigenvalues are those of the small matrix 1 + qB. If s_min and s_max are the extreme eigenvalues of S, then

‖R‖²/s_max ≤ η² ≤ ‖R‖²/s_min.  (9)

In the model s_min = 0.367 and s_max = 2.50. The plain norm can therefore mislead in either direction. Take state 2 with a weight of 0.01 of state 1. Its ρ lies 0.01 × 1.6221 = 0.01622 hartree below e₂. The lower bound in (4), with a = e₁, gives 0.01622 hartree, as it must for two states. With ‖R‖² in place of η² it gives 0.00648 hartree, which is less than the true error. The ratio ‖R‖²/η² is 0.399 here, close to the smallest value that (9) allows.

There is also a physical reading of η. Suppose that H̃ = T†HT and S = T†T, where T maps the smooth functions of the basis to all-electron functions and H is the all-electron Hamiltonian. With r = (H − ρ)Tψ one has R = T†r, and

η² = r† T(T†T)⁻¹T† r.

The matrix T(T†T)⁻¹T† is the orthogonal projector on the range of T. So η is the norm of that part of the all-electron residual which the basis can represent. The remaining part belongs to the basis error. The bound does not see it, nor does it see the error of a potential that is not yet self-consistent. In PAW the supposition is exact only for a complete set of partial waves; with a finite set 1 + PqP† differs from T†T, and this reading of η is approximate.

**Reading the numbers**

The model is one-dimensional and periodic, with a cell of 12 bohr, 49 plane waves, two Gaussian wells and three projectors, of which two are Gaussians and the third is a Gaussian times x. It has the algebra of PAW but describes no material. Its lowest eigenvalues are −1.7264, −0.1043, 0.0396, 0.2740 and 0.3600 hartree. The lowest of these lies far below the bottom of the deeper well, at −0.8 hartree, because the state points almost entirely along the eigenvector of S with the eigenvalue s_min; with q = 0 it would lie at −0.66 hartree. It resembles a ghost state of a poor PAW data set. The gap of 1.62 hartree (44 eV) above it is mostly a product of the chosen q, and the tolerances found below for state 1 are correspondingly loose and should not be read as typical. Errors are taken relative to a dense diagonalization of the same matrices.

The factor of 8100 can now be traced. Define a mean excitation energy of the contamination in ψ, each state being weighted by its share w_k(e_k − e₁) of the error:

W = Σ w_k(e_k − e₁)² / Σ w_k(e_k − e₁).

By (3) with α = β = e₁, the numerator is η² + (ρ − e₁)². The denominator is ρ − e₁. Therefore

W = η²/(ρ − e₁) + (ρ − e₁).

At step 2 this is (5.897×10⁻³)²/(9.909×10⁻⁶) = 3.51 hartree, and at step 4 it is 4.92 hartree; the second term is negligible in both. The error is thus η²/W to high accuracy, and it falls by 76² × 4.92/3.51 ≈ 8100. The square comes from the variance. The additional factor of 1.4 is the growth of W: the error that remains at step 4 is carried, on average, by states of higher energy. This average is taken over shares of the error, not over the weights w_k themselves. W does not rise steadily: at step 3 it is (7.07×10⁻⁴)²/(8.5×10⁻⁸) = 5.9 hartree, above its value at step 4, so the additional factor depends on which two steps are compared.

The same numbers show how loose the bound is. It puts all contamination at the certified shift b just below e₂, with b − ρ = 1.616 hartree at step 2, and so it overestimates the error by 3.51/1.616 = 2.2. At step 4 the factor is 3.0.

At step 0 the error is 0.770 hartree and η = 1.030 hartree. The certified bound is 1.42 hartree, which is valid though of little use. The false form η²/g would give 1.061/1.622 = 0.654 hartree, less than the error.

At the printed steps 10, 12, 14 and 16 the computed error is negative, between −5.8×10⁻¹⁵ and −8.4×10⁻¹⁵ hartree. Exact arithmetic forbids this, so the figure shows the rounding error of the two eigenvalues being compared. At that level a smaller residual no longer improves the computed eigenvalue.

**Residual tolerances**

For a target error δ in the lowest eigenvalue, (1) gives the stopping rule

η ≤ √(δ(b − ρ)).

Let δ = 10⁻⁶ hartree, or 0.027 meV. At step 3 the certified shift is b = −0.1063 hartree, so b − ρ = 1.620 hartree and the tolerance is √(1.620×10⁻⁶) = 1.27×10⁻³ hartree. The residual is η = 7.07×10⁻⁴ hartree, and the rule is met. The bound is 3.1×10⁻⁷ hartree and the true error 8.5×10⁻⁸ hartree. Waiting until η itself is below 10⁻⁶ hartree would take until step 8, where the bound is 4×10⁻¹⁴ hartree and the eigenvalue error, about 10⁻¹⁴ hartree, is comparable with rounding.

For other states (8) gives η ≤ √(δg/2), once |ρ − e_i| ≤ g/2 is assured. With the exact gaps of the model, the tolerance for the same δ is 9.0×10⁻⁴ hartree for state 1, where g = 1.622 hartree. It is 2.1×10⁻⁴ hartree for state 4, where g = 0.086 hartree. If ‖R‖ is monitored instead of η, a further factor √s_min = 0.61 is sufficient by (9). The tolerances for ‖R‖ are then 5.5×10⁻⁴ and 1.3×10⁻⁴ hartree.

A density or any other quantity of first order in the error of the vector needs more. Keeping only the terms k ≠ i in (2) gives sin θ ≤ η/d for any state, where d is the distance from ρ to the nearest other eigenvalue. Under the condition of (8), d ≥ g/2 and sin θ ≤ 2η/g. At the tolerances just found the bound 2η/g is 1.1×10⁻³ for state 1 and 4.8×10⁻³ for state 4. To guarantee 10⁻⁴ for state 4 by this bound, it is enough that η is below 0.086 × 10⁻⁴/2 = 4.3×10⁻⁶ hartree, about fifty times smaller than its eigenvalue tolerance. The bound is cautious: once ρ is very close to e_i, d is nearly g rather than g/2, and almost twice this residual would do.

When two eigenvalues nearly coincide, d becomes small and the bounds for the individual states lose their force. A quadratic bound for the pair can survive. Let e₁ and e₂ be close together and e₃ well above them, with ρ < e₃. Then (3) with α = e₂ and β = e₃ again has no negative term on the left, and it gives

ρ − e₁ ≤ (e₂ − e₁) + η²/(e₃ − ρ).

The error is quadratic in η up to the splitting of the pair. A weaker statement follows from (2) without any gap: an average of (e_k − ρ)² equal to η² cannot have all its terms larger than η², so at least one eigenvalue lies within η of ρ. This does not say which one, and in a near-degenerate pair the individual vectors may still be strongly mixed. The numerical output lists the solver steps and the tolerances of the four lowest states.

Calculated quantities

```
cell length 12.0 bohr, plane waves 49, cutoff 78.96 hartree
well: depth -0.8 hartree, width 1.0 bohr, centre 0.0 bohr
well: depth -0.3 hartree, width 1.0 bohr, centre 4.0 bohr
projector widths (even, even, odd), bohr: (0.5, 0.9, 0.7)
q, dimensionless: [[0.6, -0.4, 0.0], [-0.4, -0.4, 0.0], [0.0, 0.0, 1.5]]
D, hartree: [[0.3, -0.2, 0.0], [-0.2, -0.1, 0.0], [0.0, 0.0, 0.2]]
eigenvalues of S: smallest 0.3674, largest 2.5000
lowest five eigenvalues, hartree: -1.726402 -0.104322 0.039557 0.274032 0.360035
random trials: 898 met the two-sided condition, 232 had rho below e_i
two-state mixture of states 1 and 2, weight of state 2: 0.20
  exact gap 1.622080 hartree, e2 - rho 1.297664 hartree
  eta 0.648832 hartree, true error 0.324416 hartree
  eta^2/(exact gap) 0.259533 hartree (too small)
  eta^2/(e2 - rho) 0.324416 hartree
plain norm, state 2 with weight 0.01 of state 1:
  |R|^2/eta^2 = 0.3992, true error 1.6221e-02 hartree
  estimate from eta 1.6221e-02, from |R| 6.4761e-03 hartree
block solver, lowest state (all in hartree; none = no certificate)
step   eta         shift b     true error   bound
  0   1.030e+00   -0.209078   7.695e-01   1.420e+00
  2   5.897e-03   -0.109898   9.909e-06   2.151e-05
  4   7.758e-05   -0.104885   1.223e-09   3.712e-09
  6   3.386e-06   -0.104427   2.101e-12   7.070e-12
  8   2.536e-07   -0.104345   6.217e-15   3.964e-14
 10   2.079e-08   -0.104328   -6.439e-15   2.665e-16
 12   1.734e-09   -0.104324   -8.438e-15   1.853e-18
 14   1.460e-10   -0.104323   -6.217e-15   1.315e-20
 16   1.242e-11   -0.104323   -5.773e-15   9.505e-23
target error 1.0e-06 hartree = 0.0272 meV
bound meets target at step 3: eta 7.074e-04 hartree,
  b -0.106275, true error 8.512e-08, bound 3.089e-07 hartree
eta itself below 1.0e-06 hartree only at step 8
tolerances for the target error (hartree), from 2 eta^2/g
state  gap g      eta_tol     |R|_tol     bound on sin(theta), 2 eta_tol/g
  1    1.622080   9.006e-04   5.459e-04   1.110e-03
  2    0.143879   2.682e-04   1.626e-04   3.728e-03
  3    0.143879   2.682e-04   1.626e-04   3.728e-03
  4    0.086003   2.074e-04   1.257e-04   4.822e-03
```
